# Piezoelectric Phonon Scattering in a Threefold Monolayer: The Constant-Rate Limit

## The decision

A mobility calculation for a two-dimensional channel can treat piezoelectric phonon scattering in two ways. It can use one constant relaxation time, or it can keep the dependence on phonon wavevector and electron energy. For a parabolic, isotropic band, the constant is justified when the coupling is linear in wavevector and the acoustic modes are classically occupied. The range of each condition can be estimated, and the errors can be compared.

Hartree atomic units are used until the numerical example, so \(\hbar=e=m_e=4\pi\varepsilon_0=1\) and the electron charge is \(-1\). The band is parabolic and isotropic, \(E=k^2/2m\). The layer has mass \(\rho\) per area and lies in surroundings of dielectric constant \(\kappa\). "Unscreened" means without screening by free carriers; the bound electrons of the layer are treated separately.

## What symmetry allows

Let the layer have a threefold axis, a horizontal mirror plane, a vertical mirror plane containing \(x\), and no inversion centre. Combine the polarization and the strain into

\[
\mathcal P=P_x+iP_y,\qquad s=(u_{xx}-u_{yy})+2iu_{xy},\qquad t=u_{xx}+u_{yy}.
\]

A rotation by \(\beta\) multiplies \(\mathcal P\) by \(e^{i\beta}\) and \(s\) by \(e^{2i\beta}\), and leaves \(t\) unchanged. The general linear relation is \(\mathcal P=at+bs+cs^*\). For \(\beta=2\pi/3\), \(e^{2i\beta}=e^{-i\beta}\), so \(s^*\) acquires the same factor as \(\mathcal P\), whereas \(t\) and \(s\) do not. Hence \(a=b=0\).

The mirror \(y\to-y\) conjugates both \(\mathcal P\) and \(s\), which makes \(c\) real. Calling it \(e_{11}\),

\[
P_x=e_{11}(u_{xx}-u_{yy}),\qquad P_y=-2e_{11}u_{xy}.
\]

Here \(e_{11}\) is the response at zero macroscopic electric field. Inversion would reverse \(\mathcal P\) but not \(s\), and would force \(e_{11}=0\). Threefold symmetry alone is therefore not sufficient for piezoelectric coupling.

The same bookkeeping fixes the elastic energy per area. The quadratic invariants are \(t^2\) and \(|s|^2\); \(s^2\) and \(ts\) change phase under the threefold rotation. Thus

\[
w=\tfrac12 Bt^2+\tfrac12 G|s|^2,
\]

which is isotropic. In-plane waves are purely longitudinal (LA) or transverse (TA), with constant speeds \(c_L=\sqrt{(B+G)/\rho}\) and \(c_T=\sqrt{G/\rho}\). The horizontal mirror removes linear coupling to out-of-plane motion.

## Bound charge of a phonon

Take \(\mathbf u=U\hat{\mathbf e}\,e^{i\mathbf q\cdot\mathbf r}\), with \(\hat{\mathbf q}=(\cos\theta,\sin\theta)\). Each derivative supplies a factor \(iq\hat q_j\).

For LA, \(\hat{\mathbf e}=\hat{\mathbf q}\). Omitting the common exponential,

\[
u_{xx}-u_{yy}=iqU\cos2\theta,\qquad 2u_{xy}=iqU\sin2\theta,
\]
\[
\hat{\mathbf q}\cdot\mathbf P
=iqe_{11}U(\cos\theta\cos2\theta-\sin\theta\sin2\theta)
=iqe_{11}U\cos3\theta .
\]

For TA, \(\hat{\mathbf e}=(-\sin\theta,\cos\theta)\), and

\[
u_{xx}-u_{yy}=-iqU\sin2\theta,\qquad 2u_{xy}=iqU\cos2\theta,
\]
\[
\hat{\mathbf q}\cdot\mathbf P
=-iqe_{11}U(\cos\theta\sin2\theta+\sin\theta\cos2\theta)
=-iqe_{11}U\sin3\theta .
\]

Write \(A_L=\cos3\theta\) and \(A_T=-\sin3\theta\). The bound charge per area is

\[
\sigma=-\nabla\cdot\mathbf P=-iq\,(\hat{\mathbf q}\cdot\mathbf P)=q^2e_{11}UA .
\]

One power of \(q\) comes from the strain and one from the divergence.

## From charge to a linear coupling

Outside the sheet the potential satisfies Laplace's equation, so it varies as \(\phi e^{-q|z|}\). Its slope jumps by \(-2q\phi\) at the sheet. Gauss's law, \(-\kappa\) times this jump equals \(4\pi\sigma\), gives

\[
2\kappa q\phi=4\pi\sigma,\qquad \phi=\frac{2\pi\sigma}{\kappa q}.
\]

The two-dimensional Coulomb factor removes one of the two powers of \(q\). The electron's potential energy is

\[
V=-\phi=-DqAU,\qquad D=\frac{2\pi e_{11}}{\kappa}.
\]

This is the linear law. \(D\) is an energy and plays the role of an angle-dependent deformation potential.

The bound electrons modify it. If the sheet has polarizability \(\alpha\), the in-plane field \(-i\mathbf q\phi\) induces the polarization \(-i\alpha\mathbf q\phi\), whose charge is \(-\alpha q^2\phi\). Therefore

\[
\kappa q\phi=2\pi(\sigma-\alpha q^2\phi)
\quad\Longrightarrow\quad
\phi=\frac{2\pi\sigma}{q(\kappa+r_0q)},\qquad r_0=2\pi\alpha .
\]

Linearity is thus the leading term for \(r_0q\ll\kappa\).

A microscopic test used a honeycomb lattice of masses in the ratio 1 : 2.3, carrying charges \(\pm1\) and joined by short-range springs. Its \(e_{11}\) was found from relaxation under static strain. The potentials of its vibrations at \(q=10^{-3}\) inverse lattice constants, in three directions, then agreed with \(2\pi e_{11}qAU\) within \(5.7\times10^{-4}\) of the full angular amplitude. Doubling \(q\) doubled the potentials to the four decimals printed.

## Scattering rate under equipartition

A mode of frequency \(\omega=cq\) in area \(S\) is an oscillator of mass \(\rho S\). The squared matrix element of its displacement is \(N/(2\rho S\omega)\) for absorption and \((N+1)/(2\rho S\omega)\) for emission, where \(N\) is the Bose occupation. With the occupation factors and \(1/S\) taken out,

\[
|M|^2=\frac{D^2q^2A^2}{2\rho cq}=\frac{D^2A^2q}{2\rho c}.
\]

For \(cq\ll k_BT\), \(N\simeq N+1\simeq k_BT/(cq)\), so

\[
|M|^2N\simeq\frac{D^2A^2k_BT}{2\rho c^2}.
\]

The magnitude of \(q\) has disappeared.

Now sum over final states. Let \(\gamma\) be the angle between \(\mathbf q\) and \(\mathbf k\). For absorption, the argument of the energy delta function is

\[
q\left(\frac{k\cos\gamma}{m}+\frac{q}{2m}-c\right),
\]

with its nonzero root at \(q=2(mc-k\cos\gamma)\). Its derivative there is \(q/2m\), so \(\int q\,dq\,\delta=2m\). The golden-rule prefactor \(2\pi/(2\pi)^2\) turns this into \(m/\pi\) per unit angle.

Absorption occupies the directions \(\cos\gamma<mc/k\). Emission, with final state \(\mathbf k-\mathbf q\), has \(q=2(k\cos\gamma-mc)\) and the same Jacobian, and occupies \(\cos\gamma>mc/k\). Together they cover the circle once, over which \(A^2\) averages to \(1/2\):

\[
\Gamma_c=\frac m\pi\,\frac{D^2k_BT}{2\rho c^2}\int_0^{2\pi}A^2d\gamma
=\frac{mD^2k_BT}{2\rho c^2}.
\]

Adding the two branches gives

\[
\boxed{\;\Gamma=\frac1\tau=\frac{mD^2k_BT}{2\rho}
\left(\frac1{c_L^2}+\frac1{c_T^2}\right)\;}
\]

No electron energy appears. The constant two-dimensional density of states is as necessary here as the linear coupling.

## Why the same time enters the mobility

The result so far is an out-scattering rate. Mobility requires momentum relaxation, which weights scattering angles differently. Neglect the phonon energy compared with the electron energy, and let an electron turn from \(\theta_k\) to \(\theta_k+\varphi\), with \(0<\varphi<2\pi\). Its change of wavevector has

\[
q=2k\sin(\varphi/2),\qquad \theta_q=\theta_k+\varphi/2+\pi/2 .
\]

Since \(6\theta_q=6\theta_k+3\varphi+3\pi\),

\[
A_{L,T}^2=\tfrac12\left[1\mp\cos(6\theta_k+3\varphi)\right],
\]

with the upper sign for LA. Absorption and emission together give the rate \(W\,d\varphi/2\pi\), where

\[
W=\frac{mD^2k_BT}{\rho}\left(\frac{A_L^2}{c_L^2}+\frac{A_T^2}{c_T^2}\right).
\]

Acting on a current-carrying distribution proportional to \(\cos\theta_k\), the collision operator gives

\[
\int_0^{2\pi}\!\frac{d\varphi}{2\pi}W[\cos\theta_k-\cos(\theta_k+\varphi)]
=\int_0^{2\pi}\!\frac{d\varphi}{2\pi}W[\cos\theta_k(1-\cos\varphi)+\sin\theta_k\sin\varphi].
\]

The anisotropic part of \(W\) contains the third harmonic in \(\varphi\), which is orthogonal to \(1\), \(\cos\varphi\) and \(\sin\varphi\). The constant part leaves \(\Gamma\cos\theta_k\). Within this elastic model, the momentum relaxation rate therefore equals the out-scattering rate, and the mobility is isotropic.

A force \(F\) along \(x\) produces \(f_1=-\tau Fv_x\,\partial f_0/\partial E\). The angular average of \(v_x^2\) is \(E/m\). With a constant density of states, the mean velocity is

\[
\bar v=\frac{\tau F}{m}\,
\frac{-\int_0^\infty E\,(\partial f_0/\partial E)\,dE}{\int_0^\infty f_0\,dE}
=\frac{\tau F}{m},
\]

by integration by parts. Thus \(\mu=\tau/m\), or \(e\tau/m\) in ordinary units, and \(\mu\propto1/T\).

## A cryogenic channel

The example uses rough values in the regime of a semiconducting transition-metal dichalcogenide monolayer between boron nitride layers:

- \(m=0.5\) electron masses, \(e_{11}=3.0\times10^{-10}\) C/m, \(\rho=3.0\times10^{-6}\) kg/m²;
- \(c_L=6500\) m/s, \(c_T=4000\) m/s;
- \(\kappa=5\), \(r_0=4\) nm, \(T=30\) K.

In ordinary units the coupling energy is

\[
D=\frac{e\,e_{11}}{2\varepsilon_0\kappa}=3.39\ \text{eV}.
\]

Restoring \(\hbar\) in the rate, with \(k_BT=2.585\) meV,

\[
\Gamma=\frac{mD^2k_BT}{2\hbar^3\rho}\left(\frac1{c_L^2}+\frac1{c_T^2}\right)
=(7.90\times10^{18})(8.62\times10^{-8})\ \text{s}^{-1}
=6.81\times10^{11}\ \text{s}^{-1}.
\]

The first factor is in m²/s³ and the second in s²/m². Hence \(\tau=1.47\) ps and

\[
\mu=\frac{e\tau}{m}\simeq5200\ \text{cm}^2/\text{Vs}.
\]

Since \(c_L^{-2}:c_T^{-2}\simeq2.37:6.25\), TA phonons supply about 73% of this ideal rate. At 300 K the same formula gives about 520 cm²/Vs.

## How good is equipartition?

Put \(x=cq/k_BT\). The Bose factors expand as

\[
N=\frac1x-\frac12+\frac x{12}+\cdots,\qquad
N+1=\frac1x+\frac12+\frac x{12}+\cdots .
\]

Relative to \(1/x\), the middle terms contribute \(-x/2\) over the absorption directions and \(+x/2\) over the emission directions. Inserting the two expressions for \(q\), both become \(c(k\cos\gamma-mc)/k_BT\). The cosine averages to zero, leaving \(-mc^2/k_BT\). The last term contributes the average of \(x^2/12\). For \(k\gg mc\) this is \(4c^2k^2\overline{\cos^2\gamma}/12(k_BT)^2=mc^2E/3(k_BT)^2\). The sixfold part of \(A^2\) drops out of both averages. For each branch,

\[
\frac{\Gamma_{\rm full}}{\Gamma}\simeq1-\frac{mc^2}{k_BT}\left(1-\frac{E}{3k_BT}\right).
\]

The correction changes sign at \(E=3k_BT\). A numerical golden-rule sum with Bose factors and phonon energies retained, but with the linear coupling, gave these ratios for both branches together:

| \(E/k_BT\) | 30 K | 300 K |
|---|---:|---:|
| 0.5 | 0.978 | 0.998 |
| 1 | 0.983 | 0.998 |
| 2 | 0.991 | 0.999 |
| 4 | 1.008 | 1.001 |

At 30 K the out-scattering rate thus stays within about 2% of the ideal constant rate at these energies, although the LA energy \(2\hbar c_Lk\) at thermal \(k\) is 1.58 meV, not far below \(k_BT\). The sum does not test the inelastic correction to momentum relaxation. A variational solution of the Boltzmann equation for a nondegenerate gas, with phonon energies retained, puts the mobility at 30 K about 3% above the ideal value, and about 2% above the elastic value when zero-thickness sheet polarizability is included.

## The stronger limit: sheet polarizability

Set \(k_T=\sqrt{2mk_BT}\), which is 0.184 nm⁻¹ at 30 K. Then \(r_0k_T/\kappa=0.147\), which looks small, but its effect on mobility is not.

The squared coupling acquires the factor \((1+r_0q/\kappa)^{-2}\simeq1-2r_0q/\kappa\). In the momentum relaxation rate, \(q\) is averaged with weight \(1-\cos\varphi=2\sin^2(\varphi/2)\):

\[
\bar q=\int_0^{2\pi}\frac{d\varphi}{2\pi}\,4k\sin^3\frac{\varphi}{2}
=\frac{16k}{3\pi}.
\]

The sixfold anisotropy does not alter the \(\cos\theta_k\) component at first order in \(r_0\). Consequently \(\tau(E)\simeq\tau[1+32r_0k/(3\pi\kappa)]\), which depends on energy through \(k\).

For a nondegenerate gas, the mobility average over \(y=E/k_BT\) has weight \(ye^{-y}\). Since \(k=k_T\sqrt y\), the average supplies \(\int_0^\infty y^{3/2}e^{-y}dy=1.329\), and

\[
\frac{\mu}{\mu_{\rm ideal}}\simeq1+4.5\,\frac{r_0k_T}{\kappa}.
\]

At 30 K this estimate is 1.66. Solving the elastic Boltzmann equation with the full factor gives 1.77, or about 9200 cm²/Vs. At 300 K the same zero-thickness model gives a ratio of 4.2 and a mobility of about 2100 cm²/Vs. In this model a tenfold rise in temperature lowers the piezoelectric mobility by a factor of 4.3, not 10. The effect of a finite thickness is given below.

The conditions \(2\hbar c_Lk_T=k_BT\) and \(2r_0k_T=\kappa\) define temperature scales of 11 K and 345 K. For a suspended sheet, \(\kappa=1\) with the other parameters fixed, the upper scale falls to 14 K, close to the lower one. The two scales do not mark equal errors. In the embedded example, the out-scattering rate at \(E=k_BT\) differs from its equipartition value by less than 5% at the lower scale, and the mobility with linear coupling and phonon energies retained lies about 7% above the ideal value there, whereas sheet polarizability, in the zero-thickness model, raises the mobility more than fourfold at the upper scale. Keeping the first-order polarizability correction below 10% would require \(r_0k_T/\kappa<0.022\), or roughly \(T<0.7\) K in the embedded example, where equipartition has already failed. For these parameters cooling therefore does not lead to the ideal constant rate. That rate is the limit \(r_0\to0\) with equipartition kept, and it serves here as a reference value. A quantitative calculation needs at least the factor \((1+r_0q/\kappa)^{-2}\).

Zero thickness is a further approximation. Spreading the polarizability over a thickness of 0.65 nm, with the piezoelectric charge kept at the mid-plane, raises the mid-plane potential at \(k_T\) by only 0.8% at 30 K. The shift grows with \(q\), however, and the mobility of an electron at the mid-plane becomes about 8500 cm²/Vs at 30 K and 1300 cm²/Vs at 300 K. If the piezoelectric charge and the electron are also spread uniformly over the layer, the values are about 10,500 and 2800 cm²/Vs. The room-temperature value thus depends strongly on the charge profile across the layer.

A milder effect is that the electrostatic energy of the phonon stiffens the lattice: comparing \(\tfrac12\sigma\phi\) with the elastic energy \(\tfrac12\rho c^2q^2U^2\) gives a relative change \(De_{11}qA^2/(\rho c^2)\) in \(c^2\). For TA phonons at \(k_T\) this is at most 0.4%.

## Other scattering and real channels

An ordinary deformation potential \(D_1\) adds \(D_1\nabla\cdot\mathbf u=iD_1qU\) for LA phonons. The piezoelectric energy is real relative to \(U\), so

\[
|-D\cos3\theta+iD_1|^2=D^2\cos^23\theta+D_1^2,
\]

and there is no interference. Replacing \(D^2A^2\) by \(D_1^2\), whose angular average has no factor \(1/2\), gives the additional rate \(mD_1^2k_BT/(\rho c_L^2)\). For a rough \(D_1=3\) eV, the corresponding mobility is 12,000 cm²/Vs at 30 K and 1200 cm²/Vs at 300 K. At 30 K the two ideal rates add to give about 3600 cm²/Vs; including sheet polarizability in the piezoelectric part, at zero thickness, raises this to about 5200 cm²/Vs. At 300 K, once sheet polarizability is included, the deformation potential is the stronger of the two mechanisms.

Free carriers break the unscreened assumption. In the long-wavelength Debye approximation, their screening wavevector is \(q_s=2\pi n/(\kappa k_BT)\), and the potential is divided by \(1+r_0q/\kappa+q_s/q\). At 30 K, with all other parameters fixed, the piezoelectric mobilities are:

| \(n\) (cm⁻²) | \(q_s\) (nm⁻¹) | \(\mu\) (cm²/Vs) |
|---|---:|---:|
| \(10^9\) | 0.007 | 9500 |
| \(10^{10}\) | 0.070 | 12,300 |
| \(10^{11}\) | 0.700 | 62,000 |

All three values are upper estimates within static linear screening, because the response of a nondegenerate gas at finite \(q\) is weaker than its Debye limit. With the static finite-\(q\) response of a nondegenerate gas, the elastic mobilities become about 9350, 11,100 and 37,000 cm²/Vs. Fermi statistics with a fourfold spin and valley degeneracy lower the last value to about 35,000 cm²/Vs. The Debye approximation is thus adequate at the lowest density but not at the highest.

Set beside a real dichalcogenide channel, the mass, sound speeds and coupling constants used here are rough but of the right order. The unscreened density is not: a conducting transistor channel commonly holds about \(10^{12}\) cm⁻² or more, far above the \(10^9\) cm⁻² at which screening changes this mobility by only 3%. Already at \(10^{11}\) cm⁻² the model's mobility rises about fourfold over its carrier-free value with the finite-\(q\) response, and 6.8-fold in the Debye limit. The unscreened result therefore suits a nearly empty channel, where charged impurities, omitted here, can lower the total mobility. Trigonal warping and intervalley scattering are also omitted. So is mechanical coupling to the boron nitride: the phonons here are those of a free sheet, whereas an interface that resists sliding can alter acoustic modes at the energies of about 1 meV or less that matter at 30 K. For a representative 50 meV optical phonon the thermal occupation is \(4\times10^{-9}\) at 30 K but 0.17 at 300 K, so a room-temperature calculation must include optical modes. The numerical output below gives the remaining values.

## Numbers as computed

```
band mass: 0.50 electron masses
piezoelectric constant e11: 3.00e-10 C/m = 0.0991 a.u.
mass per area: 3.00e-06 kg/m^2
sound speeds LA, TA: 6500, 4000 m/s
surroundings kappa: 5.0; r0: 4.0 nm
lattice test, largest error / full scale: 5.7e-04
lattice test, potential ratio on doubling q: 2.0000 to 2.0000
coupling energy D: 3.388 eV
T = 30 K: kT = 2.585 meV, thermal k = 0.184 nm^-1
  largest LA energy 2*cL*k: 1.576 meV
  r0*k/kappa: 0.147
  ideal rate: 6.808e+11 s^-1, tau: 1.4689 ps
  ideal mobility: 5167.2 cm2/Vs
  full golden rule / ideal rate at E = 0.5 kT: 0.9782
  full golden rule / ideal rate at E = 1.0 kT: 0.9828
  full golden rule / ideal rate at E = 2.0 kT: 0.9914
  full golden rule / ideal rate at E = 4.0 kT: 1.0083
  deformation-potential mobility: 11997.8 cm2/Vs
  optical phonon occupation: 3.98e-09
T = 300 K: kT = 25.852 meV, thermal k = 0.582 nm^-1
  largest LA energy 2*cL*k: 4.984 meV
  r0*k/kappa: 0.466
  ideal rate: 6.808e+12 s^-1, tau: 0.1469 ps
  ideal mobility: 516.7 cm2/Vs
  full golden rule / ideal rate at E = 0.5 kT: 0.9978
  full golden rule / ideal rate at E = 1.0 kT: 0.9983
  full golden rule / ideal rate at E = 2.0 kT: 0.9991
  full golden rule / ideal rate at E = 4.0 kT: 1.0008
  deformation-potential mobility: 1199.8 cm2/Vs
  optical phonon occupation: 1.69e-01
deformation potential: 3.0 eV; optical phonon: 50 meV
mobility with sheet polarizability, 30 K: 9160.3 cm2/Vs
mobility with sheet polarizability, 300 K: 2145.3 cm2/Vs
ratios to ideal, 30 K and 300 K: 1.773, 4.152
30 K, n = 1e+09 cm^-2: q_screen = 0.0070 nm^-1, n/Nc = 0.0009
  mobility with polarizability and carriers: 9462.7 cm2/Vs
30 K, n = 1e+10 cm^-2: q_screen = 0.0700 nm^-1, n/Nc = 0.0093
  mobility with polarizability and carriers: 12320.2 cm2/Vs
30 K, n = 1e+11 cm^-2: q_screen = 0.7000 nm^-1, n/Nc = 0.0926
  mobility with polarizability and carriers: 61954.7 cm2/Vs
layer thickness: 0.65 nm; potential shift at thermal k, 30 K: 0.78 %
lower temperature scale (2*cL*k = kT): 11.2 K
upper scale (2*r0*k = kappa), kappa = 5: 345.4 K
upper scale, suspended sheet kappa = 1: 13.8 K
```
